# Driving Force for Copper Deposition on Silicon in Hydrofluoric Acid

## Problem

A silicon wafer stands in dilute hydrofluoric acid that contains a trace of dissolved copper. Silicon can give electrons to the copper ions and dissolve as hexafluorosilicate, while copper metal is left on the wafer. The standard reduction potentials, against the standard hydrogen electrode, are

$$\mathrm{Cu^{2+}+2e^-\to Cu},\qquad E^\circ_{\rm Cu}=0.34\ \mathrm V,$$

$$\mathrm{SiF_6^{2-}+4e^-\to Si+6F^-},\qquad E^\circ_{\rm Si}=-1.24\ \mathrm V .$$

**(a)** Find the standard driving voltage and the standard reaction Gibbs energy for the displacement of copper by silicon.

**(b)** Find the driving voltage at 25 °C in a bath with $10^{-8}$ mol/L of $\mathrm{Cu^{2+}}$, $10^{-6}$ mol/L of $\mathrm{SiF_6^{2-}}$ and 1 mol/L of fluoride outside the hexafluorosilicate. This last amount is shared between HF, $\mathrm{F^-}$ and $\mathrm{HF_2^-}$.

**(c)** State what the result says about contamination, and what it leaves open.

For the acid equilibria take the rounded constants

$$K_a=\frac{a_{\rm H}a_{\rm F}}{a_{\rm HF}}=10^{-3.2},\qquad K_2=\frac{a_{\rm HF_2}}{a_{\rm HF}a_{\rm F}}=4 .$$

Here $a_{\rm H}$, $a_{\rm F}$ and $a_{\rm HF_2}$ refer to the ions $\mathrm{H^+}$, $\mathrm{F^-}$ and $\mathrm{HF_2^-}$. Below, $a_{\rm Cu}$ and $a_{\rm S}$ refer to $\mathrm{Cu^{2+}}$ and $\mathrm{SiF_6^{2-}}$. The solution is treated as ideal, so each activity is the concentration divided by 1 mol/L. Silicon and copper are bulk solids with unit activity.

## Hints

1. Balance the electrons before adding the half-reactions. Ask whether doubling a half-reaction changes its potential, its Gibbs energy, or both.
2. A reaction that passes $n$ moles of electrons has $\Delta G=-nFE$, where $F$ is the Faraday constant. A positive $E$ therefore means that the reaction can proceed as written.
3. The silicon half-reaction contains $\mathrm{F^-}$, not HF. Find the free fluoride from the two equilibria, the fluoride balance and charge neutrality.
4. A driving voltage compares Gibbs energies. Consider which further information would be needed for a rate or a surface coverage.

## Full solution

### (a) Standard conditions

Silicon releases four electrons and each copper ion takes two. The silicon half-reaction must be reversed and the copper half-reaction doubled:

$$\mathrm{Si+6F^-\to SiF_6^{2-}+4e^-},$$

$$\mathrm{2Cu^{2+}+4e^-\to 2Cu}.$$

Their sum is

$$\mathrm{Si+6F^-+2Cu^{2+}\to SiF_6^{2-}+2Cu}.$$

The charge is $-6+4=-2$ on the left and $-2$ on the right.

The Gibbs energy of the doubled copper half-reaction is $2(-2FE^\circ_{\rm Cu})=-4FE^\circ_{\rm Cu}$. Both the energy and the number of electrons have doubled, so their ratio, the potential, is unchanged. The reversed silicon half-reaction contributes $+4FE^\circ_{\rm Si}$, because reversal changes the sign of its Gibbs energy. Hence

$$\Delta G^\circ=-4F\left(E^\circ_{\rm Cu}-E^\circ_{\rm Si}\right)\equiv-4FE^\circ,$$

$$E^\circ=0.34\ \mathrm V-(-1.24\ \mathrm V)=1.58\ \mathrm V .$$

With $F=96.5\ \mathrm{kJ\,mol^{-1}\,V^{-1}}$,

$$\Delta G^\circ=-4(96.5)(1.58)\ \mathrm{kJ/mol}\approx-610\ \mathrm{kJ/mol}$$

per mole of silicon dissolved. Two moles of copper are deposited, so this is about $-305$ kJ per mole of copper. The voltage is the same in both ways of counting, since the energy per electron does not depend on how much reaction is written down.

The value 1.58 V refers to the standard state, in which free $\mathrm{F^-}$, $\mathrm{Cu^{2+}}$ and $\mathrm{SiF_6^{2-}}$ all have unit activity. The bath in part (b) is far from that state.

### (b) The driving voltage in the bath

**Concentration dependence.** The chemical potential of solute $i$ is $\mu_i=\mu_i^\circ+RT\ln a_i$, where $R$ is the gas constant and $T$ the temperature. Add the products and subtract the reactants, each with its coefficient. The solids contribute no logarithm because their activities are one:

$$\Delta G=\Delta G^\circ+RT\left(\ln a_{\rm S}-6\ln a_{\rm F}-2\ln a_{\rm Cu}\right).$$

Division by $-4F$ reverses the signs of the logarithms:

$$E=E^\circ+\frac{RT}{4F}\ln\frac{a_{\rm Cu}^2a_{\rm F}^6}{a_{\rm S}}. \tag{1}$$

More copper ions or free fluoride increase the driving voltage, because both are consumed. More hexafluorosilicate reduces it, because it is produced.

**Free fluoride.** Let $c=1$ be the total fluoride outside $\mathrm{SiF_6^{2-}}$, in mol/L, and write $x=a_{\rm F}$. Each $\mathrm{HF_2^-}$ holds two fluorine atoms, so

$$c=a_{\rm HF}+x+2a_{\rm HF_2}=a_{\rm HF}+x+2K_2a_{\rm HF}x .$$

Collecting the terms with $a_{\rm HF}$ gives

$$a_{\rm HF}=\frac{c-x}{1+2K_2x}. \tag{2}$$

The second condition is charge neutrality. The anion of the dissolved copper salt balances the charge of $\mathrm{Cu^{2+}}$, and $\mathrm{OH^-}$ is neglected in this acid solution. The remaining charges satisfy

$$a_{\rm H}=x+a_{\rm HF_2}+2a_{\rm S}.$$

Inserting $a_{\rm H}=K_aa_{\rm HF}/x$ and $a_{\rm HF_2}=K_2a_{\rm HF}x$ gives

$$\frac{K_aa_{\rm HF}}{x}=x+K_2a_{\rm HF}x+2a_{\rm S}. \tag{3}$$

With equation (2), this is one equation for $x$. To see that it has a single physical root, divide by $a_{\rm HF}$ and move everything to one side:

$$\frac{K_a}{x}-K_2x-\frac{x+2a_{\rm S}}{a_{\rm HF}}=0 .$$

For $0<x<c$, equation (2) shows that $a_{\rm HF}$ falls as $x$ rises. Each of the three terms on the left, with its sign, therefore falls as $x$ rises. The left side runs from $+\infty$ near $x=0$ to $-\infty$ near $x=c$, so it crosses zero once.

Solving numerically by the secant method gives $x=0.01112$. The other concentrations follow:

$$a_{\rm HF}=\frac{1-0.01112}{1+8(0.01112)}=0.908,$$

$$a_{\rm HF_2}=4(0.908)(0.01112)=0.0404,$$

$$a_{\rm H}=\frac{(6.31\times10^{-4})(0.908)}{0.01112}=0.0515 .$$

Although the bath contains 1 mol/L of fluoride, only about 0.011 mol/L is free $\mathrm{F^-}$. In this three-species model most of the rest is molecular HF. Models that add the dimer $\mathrm{(HF)_2}$ assign much of it to the dimer; with a dimer constant of 2.7 the voltage found below changes by only about $-6$ mV.

**Voltage.** At 25 °C, $RT/F=25.693$ mV. The three logarithms in equation (1) contribute

$$\text{copper:}\quad \frac{25.693\ \mathrm{mV}}{2}\ln(10^{-8})=-0.2366\ \mathrm V,$$

$$\text{fluoride:}\quad \frac{6(25.693\ \mathrm{mV})}{4}\ln(0.01112)=-0.1734\ \mathrm V,$$

$$\text{hexafluorosilicate:}\quad -\frac{25.693\ \mathrm{mV}}{4}\ln(10^{-6})=+0.0887\ \mathrm V .$$

Therefore

$$E=1.58-0.2366-0.1734+0.0887=1.2587\ \mathrm V\approx1.26\ \mathrm V .$$

The corresponding Gibbs energy is

$$\Delta G=-4(96.5)(1.2587)\ \mathrm{kJ/mol}\approx-486\ \mathrm{kJ/mol}$$

per mole of silicon, or about $-243$ kJ per mole of copper. The bath voltage is 0.32 V below the standard value, but remains strongly positive.

**Sensitivity to the model.** Equation (1) gives the effect of a tenfold increase in each concentration, with the other two held fixed:

- For $\mathrm{Cu^{2+}}$, $E$ rises by $(RT/2F)\ln10=29.6$ mV.
- For free $\mathrm{F^-}$, $E$ rises by $(6RT/4F)\ln10=88.7$ mV.
- For $\mathrm{SiF_6^{2-}}$, $E$ falls by $(RT/4F)\ln10=14.8$ mV.

If the free-fluoride activity were twice the ideal estimate, $E$ would rise by $(6RT/4F)\ln2=26.7$ mV. The equilibrium constants are rounded and ionic interactions are neglected, so the millivolts in 1.2587 V serve the arithmetic and are not a claim of accuracy. An error of this size does not affect the sign. A larger uncertainty lies in the silicon potential itself, for which tables differ: the formation Gibbs energies $-2199$ kJ/mol for $\mathrm{SiF_6^{2-}}$ and $-278.8$ kJ/mol for $\mathrm{F^-}$ give about $-1.36$ V instead of $-1.24$ V. That value would raise $E$ by 0.12 V and again leaves the sign unchanged.

The hexafluorosilicate term also shows why a product concentration must be specified. As $a_{\rm S}\to0$, equation (1) grows without limit, though only logarithmically. This limit describes a bath with no product at all; the first dissolution of silicon removes it.

### (c) What the voltage means

Under the stated conditions, copper deposition with dissolution of silicon lowers the Gibbs energy. Reducing the copper concentration from 1 mol/L to $10^{-8}$ mol/L costs only 0.24 V of the driving voltage. A low copper concentration therefore does not make the wafer thermodynamically safe.

The voltage can be divided between the two half-reactions. In this bath their equilibrium potentials are

$$E_{\rm Cu}=0.34-0.2366=0.103\ \mathrm V,$$

$$E_{\rm Si}=-1.24+0.1734-0.0887=-1.155\ \mathrm V .$$

The fluoride and hexafluorosilicate corrections have opposite signs here from those in $E$, because $E=E_{\rm Cu}-E_{\rm Si}$. If both half-reactions run on the same surface at a common electrode potential $E_m$, then

$$E=(E_{\rm Cu}-E_m)+(E_m-E_{\rm Si}).$$

The first bracket drives copper reduction and the second drives silicon oxidation. Thermodynamics fixes their sum, but not $E_m$. That potential depends on the reaction rates, and the 1.26 V is not the reading of a reference electrode connected to the wafer.

The calculation also leaves the amount of contamination open. Coverage depends on the copper supply, transport through the liquid, surface kinetics and time. The doping and illumination of the semiconductor can affect the electron transfer, and neither appears in equation (1).

Two assumptions about the reaction need particular care.

First, the deposited copper was treated as bulk metal. Suppose that the first atoms or small nuclei have a chemical potential higher than bulk copper by $\Delta\mu$ per mole. Two moles of copper are formed, so $\Delta G$ rises by $2\Delta\mu$, and the driving voltage becomes

$$E_{\rm nucleus}=E-\frac{2\Delta\mu}{4F}=E-\frac{\Delta\mu}{2F}.$$

It stays positive as long as $\Delta\mu<2FE\approx243$ kJ/mol. This bound refers to the overall reaction. At a common electrode potential only $E_{\rm Cu}-E_m$ drives copper reduction, so the nucleus needs $\Delta\mu<2F(E_{\rm Cu}-E_m)$, which is smaller whenever silicon dissolves. For an assumed $E_m=-0.3$ V it is 78 kJ/mol. The bulk calculation does not supply $\Delta\mu$, so it cannot by itself describe the first step of nucleation.

Second, all four electrons from each dissolved silicon atom were assigned to copper ions. If some silicon dissolves with hydrogen evolution, the ratio of two copper atoms per silicon atom no longer holds for the overall process. Other oxidants also compete. Copper deposits only while $E_m<E_{\rm Cu}$. The $\mathrm{O_2/H_2O}$ couple in this bath, saturated with air, lies near 1.14 V, far above $E_{\rm Cu}$, so dissolved oxygen or an added oxidant can in principle oxidise deposited copper or raise $E_m$; whether it does so is a question of rates. The result also does not apply to a solution without fluoride, where the product is not $\mathrm{SiF_6^{2-}}$ and another silicon half-reaction is needed.

## Variation 1: write the reaction with HF

**Question.** Find the silicon standard potential for

$$\mathrm{SiF_6^{2-}+6H^++4e^-\to Si+6HF}$$

and recalculate the bath voltage.

**Solution.** With free fluoride, the silicon equilibrium potential is

$$E_{\rm Si}=E^\circ_{\rm Si}+\frac{RT}{4F}\ln\frac{a_{\rm S}}{a_{\rm F}^6}.$$

The acid equilibrium gives $a_{\rm F}=K_aa_{\rm HF}/a_{\rm H}$. Substitution yields

$$E_{\rm Si}=E^\circ_{\rm Si}-\frac{6RT}{4F}\ln K_a+\frac{RT}{4F}\ln\frac{a_{\rm S}a_{\rm H}^6}{a_{\rm HF}^6}.$$

The first two terms are the standard potential of the half-reaction written with HF. Since $\ln K_a=-3.2\ln10=-7.368$,

$$E^\circ_{\rm Si,HF}=-1.24+\frac{6(0.025693)}{4}(7.368)=-0.956\ \mathrm V .$$

The standard driving voltage is now $0.34+0.956=1.296$ V. It differs from 1.58 V because the standard state is different: HF and $\mathrm{H^+}$ have unit activity, instead of free $\mathrm{F^-}$.

In the bath, the copper and hexafluorosilicate corrections are unchanged. The HF and $\mathrm{H^+}$ term is

$$\frac{6RT}{4F}\ln\frac{a_{\rm HF}}{a_{\rm H}}=\frac{6(0.025693)}{4}\ln\frac{0.908}{0.0515}=0.111\ \mathrm V,$$

and therefore

$$E=1.296-0.237+0.089+0.111=1.259\ \mathrm V .$$

Both forms agree because they describe the same equilibrated solution. Combining $-1.24$ V with the activities of HF and $\mathrm{H^+}$ would instead overestimate the driving voltage by $-0.956-(-1.24)=0.284$ V.

## Variation 2: how little copper would stop deposition?

**Question.** Keep free fluoride and hexafluorosilicate at their values in part (b). At which $\mathrm{Cu^{2+}}$ concentration would $E$ vanish?

**Solution.** Set $E=0$ in equation (1) and multiply by $4F/RT$:

$$\ln\frac{a_{\rm Cu}^2a_{\rm F}^6}{a_{\rm S}}=-\frac{4FE^\circ}{RT}.$$

Exponentiate, isolate $a_{\rm Cu}^2$, and take the positive square root:

$$a_{\rm Cu,eq}=\sqrt{\frac{a_{\rm S}}{a_{\rm F}^6}}\;\exp\left(-\frac{2FE^\circ}{RT}\right).$$

The square root is $10^{-3}/(0.01112)^3\approx727$. The exponent is $-2(1.58)/0.025693=-123.0$, and the exponential is about $3.9\times10^{-54}$. Thus

$$a_{\rm Cu,eq}\approx3\times10^{-51}.$$

This corresponds formally to about $2\times10^{-27}$ $\mathrm{Cu^{2+}}$ ions per litre. The model omits $\mathrm{Cu^+}$. With $E^\circ(\mathrm{Cu^+/Cu})=0.52$ V, the $\mathrm{Cu^+}$ level in equilibrium with copper metal at this potential is about $5\times10^{-29}$ mol/L, much larger but still far below one ion per litre. A continuous concentration has no direct meaning at that level, and small errors in the standard potentials change the number by large factors. The useful conclusion is that, for bulk copper as the product, this model has no practical copper concentration below which deposition ceases to be favourable. Cleaner acid still lowers the upper limit on contamination, because the wafer cannot collect more copper than the bath supplies, but at any practical concentration it does not reverse this displacement reaction. The statement concerns silicon and $\mathrm{Cu^{2+}}$ alone; it does not cover baths in which another oxidant holds the wafer potential above $E_{\rm Cu}$.
